Hellmann–Feynman forces in a moving atom-centred basis: a referee's comment

**The argument under review**

The manuscript follows hydrogen on a silicon surface growing from silane. At each step the authors converge a self-consistent calculation in Gaussian functions centred on the atoms. They then take the force on each nucleus to be the electrostatic force exerted by the electron density and the other nuclei. Their justification reads:

"The converged energy is stationary with respect to the wavefunction. A change of the wavefunction therefore does not contribute to the derivative of the energy, and the expectation value of the derivative of the Hamiltonian remains. This is the Hellmann–Feynman force."

The first sentence needs a qualification that changes the conclusion: stationary with respect to which changes of the wavefunction?

**What stationarity covers**

Take one electron, real functions and hartree atomic units. Let R be one coordinate of a nucleus, and expand

Ψ = Σ_μ c_μ χ_μ(r;R), ⟨Ψ|Ψ⟩ = 1.

Differentiating E = ⟨Ψ|H|Ψ⟩ gives

dE/dR = ⟨Ψ|∂H/∂R|Ψ⟩ + 2⟨dΨ/dR|H|Ψ⟩.

Normalisation gives 2⟨dΨ/dR|Ψ⟩ = 0, so E times this zero may be subtracted:

dE/dR = ⟨Ψ|∂H/∂R|Ψ⟩ + 2⟨dΨ/dR|H − E|Ψ⟩.

The wavefunction changes in two ways:

dΨ/dR = Σ_μ (dc_μ/dR) χ_μ + Σ_μ c_μ ∂χ_μ/∂R.

The variational equations are

⟨χ_μ|H − E|Ψ⟩ = 0 for every μ in the basis.

They remove the first sum, which lies in the basis. They say nothing about the second, because ∂χ_μ/∂R generally points out of the basis. The force is therefore

F = −dE/dR = −⟨Ψ|∂H/∂R|Ψ⟩ − 2 Σ_μ c_μ ⟨∂χ_μ/∂R|H − E|Ψ⟩.

The first term is the Hellmann–Feynman force and the second is the Pulay force. The second vanishes if the functions do not move, if Ψ is an eigenstate so that (H − E)Ψ = 0, or if the combination Σ_μ c_μ ∂χ_μ/∂R lies in the span of the basis. An incomplete basis is thus not enough to cause the error; its functions must also move. Plane waves in a cell of fixed shape do not depend on the nuclear positions and give no Pulay force on the atoms.

**A case in which the whole force is spurious**

Consider a hydrogen atom in a weak uniform field, described by one normalised Gaussian χ centred on the proton at height R. With field strength ℰ directed along +z,

H = −½∇² − 1/|r − R| + ℰz − ℰR.

The last two terms are the energies of the electron and the proton in the field. The Gaussian is carried along with the proton, so its kinetic energy and its attraction to the proton do not depend on R. Its mean position is R, so the field terms give ℰR − ℰR = 0. The energy is constant and the true force is zero, as it should be for a neutral atom in a uniform field.

The Hellmann–Feynman force is different. The field pulls the proton with force +ℰ, while the spherical electron cloud exerts no force at its own centre:

F_HF = +ℰ.

For the Pulay force use ∂χ/∂R = −∂χ/∂z and set R = 0 after differentiation:

F_Pulay = 2⟨∂χ/∂z|H − E|χ⟩.

Since ∂χ/∂z is odd in z, the even terms of H − E drop out and ℰz survives:

F_Pulay = 2ℰ ∫ z χ (∂χ/∂z) d³r = ℰ ∫ z ∂(χ²)/∂z d³r = −ℰ,

where the last step is an integration by parts. The sum is zero, as required.

An exact state reaches zero without a Pulay force, because it polarises. Let ψ₀ = e^(−r)/√π and, to first order in ℰ, try

ψ₁ = −ℰGψ₀, G = (r + r²/2) cos θ.

Because (H₀ − E₀)ψ₀ = 0 and ∇ψ₀ = −ψ₀ r/r, with r/r the radial unit vector,

(H₀ − E₀)(Gψ₀) = ψ₀(−½∇²G + ∂G/∂r).

Here ∇²(r cos θ) = 0 and ∇²(r² cos θ) = 4 cos θ, so ∇²G = 2 cos θ. The bracket is −cos θ + (1 + r) cos θ = r cos θ = z. Hence (H₀ − E₀)ψ₁ = −ℰzψ₀, which is the first-order equation. The polarised electrons act on the proton with the force

2∫ψ₀ψ₁ (cos θ/r²) d³r = −2ℰ (1/π)(4π/3) ∫₀^∞ (r + r²/2)e^(−2r) dr
= −(8ℰ/3)(1/4 + 1/8) = −ℰ.

This cancels the pull of the field. The Hellmann–Feynman force depends on the small dipolar distortion of the density, which a single s function cannot describe. The Pulay term restores the derivative of the approximate energy without repairing the density.

**The formula for the authors' calculation**

For a closed shell with orbitals φ_i = Σ_μ c_μi χ_μ, define D_μν = 2Σ_i c_μi c_νi. Let h be the one-electron operator, G now the Coulomb operator minus half the exchange operator built from D, and f = h + G the Fock operator, with matrix F. The orbital equations are F c_i = ε_i S c_i, where S is the overlap matrix.

A change of coefficients alters the energy by

Σ_μν δD_μν F_μν = 4Σ_i δc_iᵀ F c_i = 4Σ_i ε_i δc_iᵀ S c_i.

Orthonormality must survive the displacement, so 2δc_iᵀ S c_i + c_iᵀ δS c_i = 0. The coefficient response is therefore

−2Σ_i ε_i c_iᵀ δS c_i = −Σ_μν W_μν δS_μν, W_μν = 2Σ_i ε_i c_μi c_νi.

Now let the functions on atom A move. In the one-electron energy, bra and ket contribute equally, giving 2Σ D_μν⟨∂χ_μ|h|χ_ν⟩. The two-electron energy has a prefactor ½ and four equivalent positions for the moved function, giving 2Σ D_μν⟨∂χ_μ|G|χ_ν⟩. The overlap term gives −2Σ W_μν⟨∂χ_μ|χ_ν⟩. In each sum μ runs over the functions on A and ν over all functions. Inserting D and W and reversing the sign gives

F_A^Pulay = −4 Σ_i Σ_(μ on A) c_μi ⟨∂χ_μ/∂R_A|f − ε_i|φ_i⟩.

In Kohn–Sham theory the first-order change of the exchange–correlation energy is the integral of its potential times the density change. The same expression then holds with the Kohn–Sham operator as f, apart from errors of the integration grid. The derivation assumes converged orbitals and integer occupations; without convergence a further term from the coefficients remains.

**How large the omission is for Si–H**

Silane, SiH₄, is the smallest stand-in for a hydrogen-terminated silicon site. One bond, along +z, is stretched to 0.160 nm and the other three are held at 0.148 nm. A negative force on this hydrogen pulls it back towards silicon. In restricted Hartree–Fock theory with the 6-31G basis the two parts are

24.98 − 40.95 = −15.97 eV/nm.

The Hellmann–Feynman force alone pushes the hydrogen away from a bond that is trying to contract. Energy differences confirm both readings. When the hydrogen moves with its functions, they give −15.97 eV/nm. When its nucleus moves and all functions stay behind, they give 24.98 eV/nm. The electrostatic force is thus a correct derivative, but of a different energy curve from the one the authors compute. The PBE functional in the same basis gives 13.58 − 25.57 = −11.99 eV/nm, again equal to the energy difference.

The missing functions can be identified. The derivative of an s Gaussian,

∂/∂X exp(−a|r − R|²) = 2a(x − X) exp(−a|r − R|²),

is a p Gaussian with the same exponent. In 6-31G hydrogen carries s functions alone, and they produce the whole −40.95 eV/nm. With the matching p functions added to the stretched hydrogen, the s contribution falls to 0.000 eV/nm. A Pulay force of −3.41 eV/nm remains. It comes from the added p functions, whose own derivatives are not all in the basis.

**Would a better basis rescue the argument?**

For hydrogen it helps. The Pulay force is −4.15 eV/nm in 6-31G** and −2.87 eV/nm in def2-TZVP. The latter is still 15% of the total force of −18.72 eV/nm (−0.0364 hartree/bohr). Neither number is a basis limit: cc-pVTZ, which gives hydrogen two sets of p functions and one of d, has a Pulay force of −1.18 eV/nm, 6% of a total of −18.31 eV/nm.

For silicon no basis tried here makes the Pulay force small. It is 20.02 eV/nm in STO-3G, rises to 48.77 eV/nm in 6-31G** (with spherical d functions, used throughout; Cartesian d functions give 44.11 eV/nm here and −4.10 eV/nm on hydrogen) and is still 36.96 eV/nm in def2-TZVP. In this last basis the parts are −20.60 + 36.96 = 16.36 eV/nm, so the electrostatic force has the wrong sign. The total, by contrast, stays between 16.36 and 17.07 eV/nm from 6-31G onwards. I conjecture, from the hydrogen atom above, that the missing piece is polarisation of the silicon core, for which these bases have few suitable functions; the numbers given do not settle this.

The Pulay term also does not make a poor basis good. STO-3G gives a total force on hydrogen of −39.35 eV/nm, about twice the def2-TZVP value, although it is the correct derivative of the STO-3G energy.

**Consequences for relaxation and dynamics**

A rigid shift of all nuclei together with their functions leaves the energy unchanged, so the total forces must sum to zero. They do so in all five bases. The Hellmann–Feynman forces in def2-TZVP sum to −37.68 eV/nm along z, which would accelerate an isolated molecule as a whole.

With 6-31G**, moving the one hydrogen and holding the other atoms fixed, the energy minimum lies at 0.1476 nm. The Hellmann–Feynman force there is 3.35 eV/nm and vanishes at 0.1494 nm. A relaxation driven by it would stop 0.0018 nm too far out, an error of 1.2% of the bond length.

Between 0.135 and 0.195 nm the energy rises by 1.042 eV. The total force does −1.042 eV of work, the Hellmann–Feynman force −0.764 eV. A classical hydrogen driven by the latter along this path loses 0.278 eV too little kinetic energy, and the sum of kinetic and computed energy rises by that amount. At 520 K, a rough temperature for plasma deposition of silicon from silane, kT is 0.045 eV, about six times smaller.

**Relation to a real growing surface**

Silane lacks the silicon neighbours of a surface atom. Replacing one fixed hydrogen by an SiH₃ group changes the total 6-31G force by +0.37 eV/nm, about 2% (+0.65 eV/nm, about 3%, in 6-31G**); a surface atom holding one hydrogen can have three such neighbours. Correlation at the level of frozen-core MP2 in cc-pVDZ adds +0.45 eV/nm; this is a lowest-order estimate, and CCSD(T) in the same basis gives +1.59 eV/nm. Going from cc-pVDZ to def2-TZVP changes the force by −1.40 eV/nm. The hydrogen itself also moves. For motion along the bond the RHF/6-31G** vibrational quantum of 0.289 eV (0.275 eV in CCSD(T)/cc-pVDZ) far exceeds kT, and the harmonic rms displacement is 0.0085 nm. Averaging the curved force over that spread shifts it by about +1.9 eV/nm. Sideways motion, not included in this number, lengthens the stretched bond further and acts in the opposite direction, by about −0.7 eV/nm in RHF/6-31G**. Each of these shifts is smaller than the def2-TZVP Pulay force on hydrogen, though together they could be comparable with it. Several exceed the cc-pVTZ Pulay force of 1.18 eV/nm in size, and the change from Hartree–Fock to PBE in 6-31G, 3.98 eV/nm, exceeds both. The corresponding shifts of the force on silicon were not estimated. Open-shell dangling bonds, which a growing surface also has, are outside this estimate.

**Request to the authors**

The trajectories and relaxed structures should be recomputed with the full gradient, including the Pulay term. The authors should also report the sum of the forces and compare one force component with a central difference of converged energies, moving the basis functions with the atom. The numerical output below gives the force components for each basis.

Computed values

```
Hydrogen atom, one Gaussian, forces divided by the field (a.u.):
  Hellmann-Feynman +1.000, Pulay -1.000, total +0.000
  exact state: electrons on nucleus -1.000
SiH4: stretched bond 0.160 nm, other bonds 0.148 nm
1 hartree/bohr = 514.22 eV/nm
RHF z-forces in eV/nm; net HF = sum of Hellmann-Feynman forces on all atoms
basis      functions  H:HF     H:Pulay  H:total  Si:HF     Si:Pulay  Si:total  net HF
sto-3g        13       1.77   -41.12   -39.35      2.93     20.02    22.96    -18.53
6-31g         21      24.98   -40.95   -15.97    -11.46     28.21    16.75    -32.17
6-31g**       38     -15.09    -4.15   -19.24    -31.79     48.77    16.98    -47.90
cc-pvdz       38     -14.41    -2.91   -17.32    -24.46     41.53    17.07    -41.66
def2-tzvp     61     -15.85    -2.87   -18.72    -20.60     36.96    16.36    -37.68
6-31G, force on H from energy differences (eV/nm):
  basis fixed in space 24.98, basis moving with H -15.97
Pulay force on H from its s functions (eV/nm):
  6-31G -40.950, with derivative p functions 0.000
  whole Pulay force on H with those p functions -3.41 eV/nm
PBE/6-31G on H: HF 13.58, Pulay -25.57, energy difference -11.99 eV/nm
RHF/6-31G** bond scan from 0.135 to 0.195 nm, force on H:
  energy minimum 0.1476 nm; HF force zero: 0.1494 nm
  HF force at the energy minimum 3.35 eV/nm
  E(start)-E(end) -1.042 eV, work of total force -1.042 eV, of HF force -0.764 eV
Neglected effects on the H force at the stretched bond (eV/nm):
  correlation, frozen-core MP2/cc-pVDZ +0.45
  basis change cc-pVDZ to def2-TZVP -1.40
  one Si back-bond, disilane minus silane, RHF/6-31G +0.37
  in disilane: HF 24.34, Pulay -39.94
  averaging over H motion at 520 K +1.92
H vibration: stiffness 2010 eV/nm^2, quantum 0.289 eV, kT 0.0448 eV
  rms displacement 0.0085 nm, rms force 17.06 eV/nm
```
